\section*{Continuous Degeneracy of Boys-Localized Pi Orbitals in Benzene}

\section*{Problem}

Benzene lies in the $xy$ plane with $D_{6h}$ symmetry, the origin at the ring centre and carbon $j$ at radius $R$ and polar angle $\alpha_j=60^\circ j$, $j=0,\dots,5$. Its closed-shell restricted Hartree--Fock (RHF) solution is taken to be symmetry adapted, with three real orthonormal occupied $\pi$ orbitals: $\phi_0$ ($a_{2u}$) and a degenerate pair ($e_{1g}$). Only these three are mixed,
\begin{equation}
\chi_i=a_i\phi_0+b_i\phi_x+c_i\phi_y ,\qquad i=1,2,3,
\end{equation}
where $\phi_x,\phi_y$ span the pair and the rows $(a_i,b_i,c_i)$ form an orthogonal matrix $U$. Boys localization maximizes
\begin{equation}
B=\sum_i|\mathbf R_i|^2,\qquad \mathbf R_i=\langle\chi_i|\mathbf r|\chi_i\rangle .
\end{equation}

(a) Find $B$ for any $U$ and all its global maxima, and show that they form a continuous family whose members are not in general symmetry images of one another. (b) Find the Hessian at the maxima and the other stationary points. (c) Identify the Kekul\'e-like and atom-centred members, and evaluate $B$ along the path between them for H\"uckel and for RHF orbitals. (d) Decide which other localization functionals share the degeneracy. (e) Determine the effect of bond alternation and of $\sigma$--$\pi$ mixing.

\section*{Solution}

\subsection*{(a) The functional and its maxima}

The total spread is $\Omega=\sum_i(\langle\chi_i|r^2|\chi_i\rangle-|\mathbf R_i|^2)=\mathrm{tr}\,r^2-B$. The trace over the three-orbital space does not depend on $U$, so maximizing $B$ minimizes $\Omega$.

Let $\hat C$ rotate functions by $60^\circ$ about $z$, $(\hat Cf)(\mathbf r)=f(C^{-1}\mathbf r)$, so that $\hat Cx=x\cos60^\circ+y\sin60^\circ$ and $\hat Cy=-x\sin60^\circ+y\cos60^\circ$. The orbital $\phi_0$ transforms like $z$ and the pair like $xz,yz$. Three selection rules follow. All $\pi$ orbitals are odd under $z\to-z$, so every matrix element of $z$ has an odd integrand and vanishes. Under $\hat C^3$, the rotation by $180^\circ$, $\phi_0$ is even while the pair, $x$ and $y$ are odd, so $\langle\phi_0|x|\phi_0\rangle$, the elements of $x$ within the pair, and the same elements of $y$ vanish. For the remaining elements let $P$ be the projector on the pair, which commutes with the group, and set $v_x=Px\phi_0$, $v_y=Py\phi_0$. Under the mirror $y\to-y$, $v_x$ is even and $v_y$ odd, so they are orthogonal. Since $\hat C$ is unitary and $\hat Cv_x=v_x\cos60^\circ+v_y\sin60^\circ$, we have $\|v_x\|^2=\frac14\|v_x\|^2+\frac34\|v_y\|^2$, so both norms equal one number $d$, taken to be nonzero (it is computed in part (c)). Choosing $\phi_x=v_x/d$ and $\phi_y=v_y/d$ gives
\begin{equation}
\langle\phi_0|x|\phi_x\rangle=\langle\phi_0|y|\phi_y\rangle=d>0,\qquad
\langle\phi_0|x|\phi_y\rangle=\langle\phi_0|y|\phi_x\rangle=0 .
\end{equation}
The pair rotates as $(x,y)$ does, and the addition theorems give
\begin{equation}
\hat C(\cos\theta\,\phi_x+\sin\theta\,\phi_y)=\cos(\theta+60^\circ)\phi_x+\sin(\theta+60^\circ)\phi_y .
\label{rot}
\end{equation}

Only the cross terms between $\phi_0$ and the pair survive in a centroid, each appearing twice: $\mathbf R_i=2d\,a_i(b_i,c_i,0)$. Normalization of the rows gives $b_i^2+c_i^2=1-a_i^2$, and normalization of the first column gives $\sum_ia_i^2=1$. Hence
\begin{equation}
B=4d^2\sum_ia_i^2(1-a_i^2)=4d^2\Big(1-\sum_ia_i^4\Big).
\label{B}
\end{equation}
The Cauchy--Schwarz inequality, $1=(\sum_ia_i^2\cdot1)^2\le3\sum_ia_i^4$, holds with equality only if all $a_i^2$ are equal. Therefore
\begin{equation}
B_{\max}=\tfrac83d^2,\qquad\text{reached if and only if } a_1^2=a_2^2=a_3^2=\tfrac13 .
\end{equation}
The sign of each orbital is free, so take $a_i=+1/\sqrt3$ and write $(b_i,c_i)=\sqrt{2/3}\,(\cos\theta_i,\sin\theta_i)$. Orthogonality of rows $i\ne j$ reads $\frac13+\frac23\cos(\theta_i-\theta_j)=0$, so the three angles are mutually $120^\circ$ apart and their common offset is free. Up to signs and order, the maxima are
\begin{equation}
\chi_k(\theta)=\tfrac1{\sqrt3}\phi_0+\sqrt{\tfrac23}\,\big[\cos\theta_k\,\phi_x+\sin\theta_k\,\phi_y\big],\qquad\theta_k=\theta+120^\circ k,\quad k=0,1,2,
\label{family}
\end{equation}
with $\theta$ arbitrary. The centroids lie at angles $\theta_k$ on a circle of radius $\rho=2d\sqrt{1/3}\sqrt{2/3}=2\sqrt2\,d/3$.

The operations of $D_{6h}$ send a centroid angle $\theta$ only to $\pm\theta+60^\circ m$ with integer $m$. Two different values in $0\le\theta\le30^\circ$ are therefore not related by symmetry. The members are equivalent in the sense of equal $B$, and they give the same determinant and density, but the orbitals change shape along the family.

Complex mixing adds nothing. For unitary $U$, $\mathbf R_i=2d(\mathrm{Re}\,a_i^*b_i,\mathrm{Re}\,a_i^*c_i,0)$, so $|\mathbf R_i|^2\le4d^2|a_i|^2(1-|a_i|^2)$. The bound is the same, and equality needs $a_i^*b_i$ and $a_i^*c_i$ real, that is, a real orbital times a phase.

Each orbital's own spread is also constant. The operator $r^2$ is invariant, so it does not connect $\phi_0$ with the pair (parity under $\hat C^3$) or $\phi_x$ with $\phi_y$ (mirror), and invariance under $\hat C$ gives $\langle r^2\rangle_{xx}=\frac14\langle r^2\rangle_{xx}+\frac34\langle r^2\rangle_{yy}$, so the two are equal. Thus
\begin{equation}
\sigma^2=\tfrac13\langle r^2\rangle_{00}+\tfrac23\langle r^2\rangle_{xx}-\tfrac89d^2 .
\end{equation}

\subsection*{(b) Curvature}

Let $U\to e^KU$ with $K\mathbf v=\boldsymbol\omega\times\mathbf v$ acting on the orbital label; the component $\omega_3$ rotates $\chi_1$ into $\chi_2$, and cyclically. By \eqref{B} only the column $\mathbf a$ matters. At a maximum $\mathbf a=\mathbf n=(1,1,1)/\sqrt3$, and it changes by $\boldsymbol\delta=\boldsymbol\omega\times\mathbf n+\frac12\boldsymbol\omega\times(\boldsymbol\omega\times\mathbf n)+\dots$. With $\boldsymbol\omega_\perp$ the part of $\boldsymbol\omega$ normal to $\mathbf n$, to second order $|\boldsymbol\delta|^2=\omega_\perp^2$ and $\mathbf n\cdot\boldsymbol\delta=\frac12[(\boldsymbol\omega\cdot\mathbf n)^2-\omega^2]=-\frac12\omega_\perp^2$. Using $n_i^2=\frac13$,
\begin{align}
\sum_i(n_i+\delta_i)^4&=\tfrac13+\tfrac43\,\mathbf n\cdot\boldsymbol\delta+2|\boldsymbol\delta|^2+\dots=\tfrac13+\tfrac43\omega_\perp^2+\dots,\\
B&=\tfrac83d^2-\tfrac{16}3d^2\omega_\perp^2+\dots
\end{align}
The Hessian in $\boldsymbol\omega$ has the eigenvalue $-32d^2/3$ twice and $0$ once. The zero mode $\boldsymbol\omega\parallel\mathbf n$ rotates all three pairs by equal amounts; it leaves $\mathbf a$ fixed to all orders, so it stays among the maxima and can only shift $\theta$. A single pair rotation has $\omega_\perp^2=\omega^2(1-\frac13)$ and curvature $-64d^2/9$. Every pair rotation is downhill, so a Jacobi procedure, which optimizes one pair at a time, stops at whichever $\theta$ it reaches, and the pair curvatures give no sign of the flat direction.

Stationarity of $\sum a_i^4$ on the unit sphere requires $4a_i^3=2\lambda a_i$, so the nonzero $a_i^2$ are equal. One nonzero component gives the canonical orbitals, $B=0$, the minimum. Two give $\mathbf a=(1,1,0)/\sqrt2$ and $B=2d^2$. Moving to $(\cos(45^\circ+\epsilon),\sin(45^\circ+\epsilon),0)$ gives $\sum a^4=1-\frac12\cos^22\epsilon\approx\frac12+2\epsilon^2$ and curvature $-16d^2$. Moving to $(\cos\epsilon/\sqrt2,\cos\epsilon/\sqrt2,\sin\epsilon)$ gives $\frac12\cos^4\epsilon+\sin^4\epsilon\approx\frac12-\epsilon^2$ and curvature $+8d^2$. The symmetry $a_3\to-a_3$ forbids a cross term between the two moves, and rotation about $\mathbf a$ gives zero. This point is a saddle, so \eqref{family} contains every local maximum for real mixing.

\subsection*{(c) Shapes and numbers}

In the H\"uckel model with zero differential overlap there is one orthonormal $p_z$ function per carbon and the position operator is diagonal. The occupied orbitals have coefficients $1/\sqrt6$, $\cos\alpha_j/\sqrt3$ and $\sin\alpha_j/\sqrt3$, normalized because $\sum_j\cos^2\alpha_j=3$. Then $d=\sum_jR\cos^2\alpha_j/\sqrt{18}=R/\sqrt2$, $\rho=2R/3$ and $B_{\max}=4R^2/3$. Since $\sqrt{2/3}/\sqrt3=2/\sqrt{18}$, the coefficients of $\chi_0(\theta)$ are
\begin{equation}
c_j=\big[1+2\cos(\alpha_j-\theta)\big]/\sqrt{18}.
\label{coef}
\end{equation}
At $\theta=0$ they are $(3,2,0,-1,0,2)/\sqrt{18}=(0.707,0.471,0,-0.236,0,0.471)$. This ``atom-centred'' set consists of three orbitals on alternate carbons, each with half its weight on the central atom and most of the rest on the two neighbours. At $\theta=30^\circ$ they are $(0.644,0.644,0.236,-0.173,-0.173,0.236)$, a Kekul\'e-like bond with tails. For $R=1.39$~\AA{} the model gives $d=0.983$~\AA, $\rho=0.927$~\AA{} and $B=2.576$~\AA$^2$.

The numerical check computes RHF/6-31G benzene at the round geometry C--C $=R=1.39$~\AA, C--H $=1.09$~\AA, without imposing symmetry ($E=-230.6233$ hartree; $\pi$ levels $-0.5013$ and twice $-0.3344$ hartree). The digits below serve to compare formula and direct evaluation within this model. The forbidden position elements are of order $10^{-13}$~\AA, and $d=1.00554$~\AA, $d^2=1.01110$~\AA$^2$. Then
\begin{equation}
B_{\max}=\tfrac83\times1.01110=2.6963\ \text{\AA}^2=9.629\ \text{bohr}^2 .
\end{equation}
Evaluated from the definition, $B=2.69628$~\AA$^2$ at $\theta=0,10^\circ,20^\circ,30^\circ$, with a variation of order $10^{-13}$~\AA$^2$ from $0$ to $120^\circ$. The centroid radius is $\rho=2\sqrt2\times1.00554/3=0.9480$~\AA, or $0.682R$ against the H\"uckel $2R/3$; all centroids lie inside the ring. The trace is $2.78779+2\times3.03848=8.86475$~\AA$^2$, so $\Omega=8.86475-2.69628=6.16847$~\AA$^2$ and $\sigma^2=\Omega/3=2.0562$~\AA$^2$. The L\"owdin populations of $\chi_0$ on carbons $0$ to $5$, as fractions of the orbital, are $(0.500,0.222,0.000,0.056,0.000,0.222)$ at $\theta=0$ and $(0.414,0.414,0.056,0.030,0.030,0.056)$ at $30^\circ$. Finite differences give Hessian eigenvalues $-10.785$ (twice) and $0$, and pair curvature $-7.190$, in \AA$^2$/rad$^2$, matching $-32d^2/3$ and $-64d^2/9$; the saddle has $B=2.0222$~\AA$^2$ and eigenvalues $-16.18$, $0$, $8.09$~\AA$^2$/rad$^2$. Twenty Jacobi runs from random orthogonal starts all reached $B_{\max}$, at angles from $1.1^\circ$ to $28.9^\circ$ after folding into $0$--$30^\circ$.

\subsection*{(d) Other functionals}

Let $F=\sum_if(\chi_i)$, where $f$ is a homogeneous quartic form in the coefficients and $f(\hat C\chi)=f(\chi)$. Write $\chi=a\phi_0+s(\cos\theta\,\phi_x+\sin\theta\,\phi_y)$, so that $f=\sum_{m=0}^4a^{4-m}s^mg_m(\theta)$. Each $g_m$ is of degree $m$ in $\cos\theta,\sin\theta$ and contains only harmonics $e^{il\theta}$ with $|l|\le m$ and $l-m$ even. By \eqref{rot}, invariance for all $a,s$ demands $g_m(\theta+60^\circ)=g_m(\theta)$, which allows only multiples of six. For $m\le4$ that leaves $l=0$, which is absent for odd $m$. Hence $f=\alpha a^4+\beta a^2s^2+\gamma s^4$ with constants $\alpha,\beta,\gamma$. With $s_i^2=1-a_i^2$, $\sum a_i^2s_i^2=1-\sum a_i^4$ and $\sum s_i^4=3-2+\sum a_i^4$, so
\begin{equation}
F=\beta+\gamma+(\alpha-\beta+\gamma)\sum_ia_i^4 .
\end{equation}
Every such functional is flat along \eqref{family}, and the family is its maximum when $\alpha-\beta+\gamma<0$. Boys has $\alpha=\gamma=0$, $\beta=4d^2$.

For Edmiston--Ruedenberg, $f=(\chi\chi|\chi\chi)$ is the Coulomb self-repulsion. Expanding at $\theta=0$, the six ways of placing two $\phi_x$ among four slots give $\beta=2(00|xx)+4(0x|0x)$, with $\alpha=(00|00)$ and $\gamma=(xx|xx)$. In RHF/6-31G, $\alpha-\beta+\gamma=0.30543-0.94978+0.31958=-0.32477$ hartree, and $F=0.94978+0.31958-0.32477/3=1.1611$ hartree, the value found directly at $\theta=0$ and $30^\circ$.

For Pipek--Mezey with exponent $p$, $f=\sum_AQ_A^p$, where the population $Q_A$ of the orbital on atom $A$ is quadratic in the coefficients and $\hat C$ permutes the atoms. The populations are permuted with the atoms provided the partition is rotationally invariant, which is assumed here; L\"owdin populations have this property in an $s,p$ basis such as 6-31G, where a rotation acts on the basis functions as an orthogonal matrix. The case $p=2$ is quartic and flat ($1.0541$ with L\"owdin populations). The case $p=4$ has degree eight and admits $l=\pm6$. In the H\"uckel model $Q_j=c_j^2$; put $w_j=e^{i(\alpha_j-\theta)}$ in \eqref{coef}, so $\sqrt{18}\,c_j=1+w_j+w_j^{-1}$, and note that $\sum_jw_j^l=6e^{-il\theta}$ if six divides $l$ and zero otherwise. The $w^0$ coefficient of $(1+w+w^{-1})^N$ is $\sum_kN!/[k!\,k!\,(N-2k)!]$, which is $1+12+6=19$ for $N=4$ and $1+56+420+560+70=1107$ for $N=8$. The $w^6$ coefficient for $N=8$ is $28+8=36$ (six factors $w$ with two factors $1$, or seven $w$ with one $w^{-1}$). The three orbitals contribute equally because $\cos6\theta_k=\cos6\theta$:
\begin{align}
F_{p=2}&=\frac{3\cdot6\cdot19}{18^2}=\frac{19}{18},\\
F_{p=4}&=\frac{3\cdot6\,(1107+72\cos6\theta)}{18^4}=\frac{123+8\cos6\theta}{648}.
\end{align}
For $p=2$ the H\"uckel constants are $\alpha=\sum_j\frac1{36}=\frac16$, $\beta=6\sum_j\frac16\cdot\frac13\cos^2\alpha_j=1$ and $\gamma=\frac19\sum_j\cos^4\alpha_j=\frac14$. Thus $\alpha-\beta+\gamma=-\frac7{12}<0$, so in this model the family is the maximum, with $F=\frac54-\frac7{36}=\frac{19}{18}$ as above. The value of $F_{p=4}$ is $0.2022$ at $\theta=0$ and $0.1775$ at $30^\circ$. The RHF L\"owdin result is $0.1892+0.0123\cos6\theta$. Along the path, $p=4$ prefers the atom-centred set.

\subsection*{(e) Where the result fails}

\paragraph{Bond alternation.} Let the symmetry drop to $D_{3h}$ with short bonds centred at $30^\circ,150^\circ,270^\circ$. The mirror $x\to-x$ and the $120^\circ$ rotation survive and give orthogonality and equal norms of $v_x,v_y$ as before, but $\hat C^3$ is lost. Write the centroid as $W=\langle\chi|x+iy|\chi\rangle$. The $\phi_0$ centroid is fixed by the rotation and vanishes. The term within the pair is $s^2M(\theta)$ with harmonics $l=0,\pm2$, and rotating the orbital rotates its centroid, $M(\theta+120^\circ)=e^{i120^\circ}M(\theta)$. Only $l=-2$ obeys this, since $-240^\circ\equiv120^\circ$. So $M=qe^{-2i\theta}$ with $q=M(0)=\langle\phi_x|x+iy|\phi_x\rangle=iq_0$, the $x$ part vanishing because $\phi_x^2$ is even under the mirror. Then
\begin{align}
W&=2das\,e^{i\theta}+iq_0s^2e^{-2i\theta},\\
|W|^2&=4d^2a^2s^2+q_0^2s^4+4dq_0as^3\,\mathrm{Re}(-ie^{3i\theta}).
\end{align}
On the family $a^2s^2=\frac29$, $s^4=\frac49$, $as^3=\frac{2\sqrt2}9$, $\mathrm{Re}(-ie^{3i\theta})=\sin3\theta$, and $\sin3\theta_k=\sin3\theta$, so
\begin{equation}
B(\theta)=\tfrac83d^2+\tfrac43q_0^2+\tfrac{8\sqrt2}3\,dq_0\sin3\theta .
\end{equation}
For model bonds of $1.34$ and $1.44$~\AA{} with radial C--H bonds, RHF/6-31G gives $d=1.00211$~\AA{} and $q_0=0.15490$~\AA. The mean is $\frac83(1.00211)^2+\frac43(0.15490)^2=2.7099$~\AA$^2$ and the amplitude $\frac{8\sqrt2}3\times1.00211\times0.15490=0.5854$~\AA$^2$. Thus $B=3.2953$~\AA$^2$ at $30^\circ$, on the short bonds, and $2.1245$~\AA$^2$ at $90^\circ$, on the long ones. Ten random Jacobi starts all ended at $30^\circ$; this is numerical evidence, not a proof, that the short-bond Kekul\'e set is the global maximum.

\paragraph{Mixing with $\sigma$ orbitals.} Rotate any pair, $\chi_i'=\chi_i\cos\eta+\chi_j\sin\eta$, $\chi_j'=-\chi_i\sin\eta+\chi_j\cos\eta$, and define $\mathbf m=\frac12(\mathbf R_i+\mathbf R_j)$, $\mathbf h=\frac12(\mathbf R_i-\mathbf R_j)$, $\mathbf o=\langle\chi_i|\mathbf r|\chi_j\rangle$. The double-angle formulas give $\mathbf R'_{i,j}=\mathbf m\pm(\mathbf h\cos2\eta+\mathbf o\sin2\eta)$, and the pair contributes
\begin{equation}
2m^2+h^2+o^2+(h^2-o^2)\cos4\eta+2\,\mathbf h\cdot\mathbf o\,\sin4\eta ,
\end{equation}
with curvature $16o^2-16h^2=16o^2-4|\mathbf R_i-\mathbf R_j|^2$ at $\eta=0$. For a $\sigma$--$\pi$ pair, parity under $z\to-z$ puts $\mathbf o$ along $z$ and $\mathbf h$ in the plane, so $\mathbf h\cdot\mathbf o=0$ and the separated set is stationary. If $o>h$, the pair maximum is at $\eta=45^\circ$: two bent bonds above and below the plane.

In $D_{6h}$ benzene, localizing the twelve valence $\sigma$ orbitals separately gives six C--C and six C--H bonds with centroid radii $1.2092$ and $2.1295$~\AA{} and $B_\sigma=35.9817$~\AA$^2$. For a C--C bond and the Kekul\'e $\pi$ orbital on it, $o=0.2699$~\AA{} and the centroid gap is $1.2092-0.9480=0.2612$~\AA, so the curvature is $16(0.2699)^2-4(0.2612)^2=+0.893$~\AA$^2$/rad$^2$. The largest eigenvalue of the $\sigma$--$\pi$ block of the Hessian is $1.10$~\AA$^2$/rad$^2$ at $\theta=30^\circ$ and $0.56$~\AA$^2$/rad$^2$ at $\theta=0$, so both ends of the path are saddles in the fifteen-orbital valence space. With these $\sigma$ orbitals the separated value is $35.9817+2.6963=38.6780$~\AA$^2$ for every $\theta$, whereas Jacobi sweeps from the Kekul\'e set reach $39.0521$~\AA$^2$, with six centroids more than $0.1$~\AA{} out of plane (at most $0.29$~\AA). The gain of $0.374$~\AA$^2$ is a lower bound on the distance to the global valence maximum, and it already excludes every member of the family, combined with these $\sigma$ orbitals, from being that maximum.

\section*{Values computed for the example and the checks}
\begin{verbatim}
D6h RHF/6-31G, C-C 1.39 A, C-H 1.09 A: E = -230.623286 hartree
pi orbital energies: [-0.50133 -0.33437 -0.33437] hartree
d = 1.00554 A, d^2 = 1.01110 A^2, largest forbidden element 8.6e-14 A
8d^2/3 = 2.696280 A^2 = 9.62859 bohr^2
B(theta=0 deg) = 2.696280 A^2
B(theta=10 deg) = 2.696280 A^2
B(theta=20 deg) = 2.696280 A^2
B(theta=30 deg) = 2.696280 A^2
variation of B over 0..120 deg: 9.2e-14 A^2
centroid radius rho = 0.94803 A, rho/R = 0.6820
<r2>00 = 2.78779 A^2, <r2>xx = 3.03848 A^2, trace = 8.86475 A^2
spread per orbital = 2.05616 A^2, total = 6.16847 A^2
Hessian eigenvalues at theta=30 deg: [-10.785 -10.785   0.   ] A^2/rad^2
-32d^2/3 = -10.785; pair curvature -7.190, -64d^2/9 = -7.190 A^2/rad^2
saddle: B = 2.02221 A^2, eigenvalues [-16.178   0.      8.089] A^2/rad^2
Jacobi end angles folded to 0..30 deg (first 6 of 20): [12.8 28.9 27.4 10.  14.8 23.4]
range of end angles: 1.1 to 28.9 deg
best B over complex unitary mixing = 2.696280 A^2
ER alpha 0.30543, beta 0.94978, gamma 0.31958, alpha-beta+gamma -0.32477 hartree
ER(0) = 1.161104, ER(30 deg) = 1.161104 hartree
Lowdin populations on C0..C5, theta=0: [4.996e-01 2.220e-01 2.000e-04 5.590e-02 2.000e-04 2.220e-01] (fraction)
Lowdin populations on C0..C5, theta=30: [0.4143 0.4143 0.0556 0.0301 0.0301 0.0556] (fraction)
PM2 = 1.054058, variation 2.1e-14 (dimensionless)
PM4 = 0.189232 + 0.012318 cos(6 theta) (dimensionless)
Hueckel d = 0.98288 A, rho = 0.92667 A, B = 2.57613 A^2
Hueckel theta=0 deg coefficients [ 0.7071  0.4714  0.     -0.2357  0.      0.4714]
Hueckel theta=0 deg PM2 = 1.05556, PM4 = 0.20216 (dimensionless)
Hueckel theta=30 deg coefficients [ 0.644   0.644   0.2357 -0.1725 -0.1725  0.2357]
Hueckel theta=30 deg PM2 = 1.05556, PM4 = 0.17747 (dimensionless)
sigma centroid radii: C-C 1.2092 A, C-H 2.1295 A; B_sigma = 35.9817 A^2
largest sigma-pi Hessian eigenvalue, theta=0 deg: 0.5629 A^2/rad^2
largest sigma-pi Hessian eigenvalue, theta=30 deg: 1.0977 A^2/rad^2
Kekule pair: |z_ij| = 0.2699 A, centroid gap = 0.2612 A
Kekule pair curvature = 0.8930 A^2/rad^2
valence B: separated 38.6780 A^2, mixed 39.0521 A^2, gain 0.3741 A^2
orbitals with |z| > 0.1 A: 6, largest |z| = 0.2915 A
D3h C-C 1.34/1.44 A: E = -230.614729 hartree, d = 1.00211 A, q0 = 0.15490 A
D3h B(theta) = 2.70993 + 0.58538 sin(3 theta) A^2
D3h B(theta=0 deg) = 2.70993 A^2
D3h B(theta=30 deg) = 3.29532 A^2
D3h B(theta=90 deg) = 2.12455 A^2
\end{verbatim}
